# The Luttinger Hamiltonian from cubic invariants, at zero field and in a field: a program that tests the result

```python
"""Luttinger Hamiltonian of a J = 3/2 level in a cubic crystal (electron energy).

Result under test, atomic units, K = -i grad + A, [Kx,Ky] = -i Bz and cyclic:
  H = -(g1/2 + 5 g2/4) K^2 + g2 sum K_i^2 J_i^2
      + 2 g3 sum_{i<j} {K_i K_j}{J_i J_j} - kappa J.B - q sum J_i^3 B_i,
with {XY} = (XY+YX)/2, is the most general second-order form allowed by O_h
and time reversal: three constants at zero field, two more in a field.
A quadratic form is stored as a tensor T[a,b] (4x4 matrices), H = sum T[a,b] K_a K_b.
The microscopic model has a valence quartet, a remote singlet at Eg (momentum
energy EP) and a remote triplet (momentum energy EQ) split into E7 and E8.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as sc

# ---------- angular momentum matrices ----------
def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j,
                     np.diag(m)], dtype=complex)

J = spin_matrices(1.5)
S = spin_matrices(0.5)
one4 = np.eye(4)
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[b, a, c] = 1, -1
L = -1j * eps                      # L[k][l,m] acting on vector-like orbitals
J3 = np.array([x @ x @ x for x in J])

# ---------- counting invariants as null spaces ----------
U = expm(-1j * np.pi * J[1])       # time reversal = U times conjugation
assert all(np.allclose(U @ x.conj() @ U.conj().T, -x) for x in J)

def rotation(axis, angle):
    n = np.array(axis, float) / np.linalg.norm(axis)
    R = expm(-1j * angle * np.einsum('k,kij->ij', n, L)).real
    D = expm(-1j * angle * np.einsum('k,kij->ij', n, J))
    return R, D

def group_map(op, rank):
    R, D = op
    out = np.kron(D, D.conj())
    for _ in range(rank):
        out = np.kron(R, out)
    return out

def linear_map(func, shape):
    size = int(np.prod(shape))
    return np.array([func(e.reshape(shape)).ravel()
                     for e in np.eye(size)]).T

def reversal(T):
    """Time reversal combined with Hermiticity, a linear condition on T."""
    if T.ndim == 4:
        return np.array([[U @ T[b, a].T @ U.conj().T for b in range(3)]
                         for a in range(3)])
    return np.array([-U @ T[a].T @ U.conj().T for a in range(3)])

def null_dimension(maps):
    size = maps[0].shape[0]
    stack = np.vstack([m - np.eye(size) for m in maps])
    return size - np.linalg.matrix_rank(stack, tol=1e-9)

C4, C3 = rotation([0, 0, 1], np.pi / 2), rotation([1, 1, 1], 2 * np.pi / 3)
generic = rotation([1, 2, 4], 0.7)
inversion = (-np.eye(3), one4)
S4 = (-C4[0], C4[1])
quad = (3, 3, 4, 4)
cubic = [group_map(g, 2) for g in (C4, C3)]
swap = linear_map(lambda T: T.transpose(1, 0, 2, 3), quad)
TR2 = linear_map(reversal, quad)
TR1 = linear_map(reversal, (3, 4, 4))
n_sym = null_dimension(cubic + [swap, TR2])
n_anti = null_dimension(cubic + [-swap, TR2])
n_sym_noT = null_dimension(cubic + [swap])
n_anti_noT = null_dimension(cubic + [-swap])
sphere = cubic + [group_map(generic, 2), TR2]
n_sph_sym = null_dimension(sphere + [swap])
n_sph_anti = null_dimension(sphere + [-swap])
n_lin_Oh = null_dimension([group_map(g, 1) for g in (C4, C3, inversion)] + [TR1])
n_lin_Td = null_dimension([group_map(g, 1) for g in (S4, C3)] + [TR1])
assert (n_sym, n_anti, n_sym_noT, n_anti_noT) == (3, 2, 4, 2)
assert (n_sph_sym, n_sph_anti, n_lin_Oh, n_lin_Td) == (2, 1, 0, 1)

# ---------- the five explicit invariants ----------
def field_term(X):
    """Tensor of sum_c X_c B_c, from B_c = i sum_ab eps_abc K_a K_b."""
    return 1j * np.einsum('abc,cij->abij', eps, X)

def diagonal_term(X):
    T = np.zeros(quad, complex)
    for a in range(3):
        T[a, a] = X[a]
    return T

inv_g3 = np.zeros(quad, complex)
for a in range(3):
    for b in range(3):
        if a != b:
            inv_g3[a, b] = (J[a] @ J[b] + J[b] @ J[a]) / 2
invariants = np.array([
    diagonal_term([-one4 / 2] * 3),
    diagonal_term([x @ x - 1.25 * one4 for x in J]),
    inv_g3, field_term(-J), field_term(-J3)])
columns = invariants.reshape(5, -1).T
assert np.linalg.matrix_rank(columns) == 5
for m in cubic + [TR2]:
    assert np.allclose(m @ columns, columns)

# the extra term that only time reversal forbids, and the linear T_d term
V = []
for a in range(3):
    b, c = (a + 1) % 3, (a + 2) % 3
    d = J[b] @ J[b] - J[c] @ J[c]
    V.append((J[a] @ d + d @ J[a]) / 2)
V = np.array(V)
extra = np.einsum('abc,cij->abij', np.abs(eps), V).ravel()
assert all(np.allclose(m @ extra, extra) for m in cubic)
assert np.allclose(TR2 @ extra, -extra)
for m in [group_map(S4, 1), group_map(C3, 1), TR1]:
    assert np.allclose(m @ V.ravel(), V.ravel())

def decompose(T):
    coef = np.linalg.lstsq(columns, T.ravel(), rcond=None)[0]
    assert np.allclose(columns @ coef, T.ravel(), atol=1e-10)
    assert np.allclose(coef.imag, 0, atol=1e-10)
    return coef.real

unsym = decompose(np.einsum('aij,bjk->abik', J, J))    # (K.J)^2 as written
assert np.allclose(unsym, [-2.5, 1, 1, -0.5, 0])

# ---------- microscopic model ----------
EP, Eg, EQ, E7, E8 = 24.0, 2.0, 24.0, 3.75, 4.0         # eV
X, Y, Z = np.eye(3)
up, down = np.eye(2)
plus, minus = -(X + 1j * Y) / np.sqrt(2), (X - 1j * Y) / np.sqrt(2)
W = np.array([np.kron(plus, up),
              np.sqrt(2/3) * np.kron(Z, up) + np.sqrt(1/3) * np.kron(plus, down),
              np.sqrt(1/3) * np.kron(minus, up) + np.sqrt(2/3) * np.kron(Z, down),
              np.kron(minus, down)]).T
for k in range(3):
    total = np.kron(L[k], np.eye(2)) + np.kron(np.eye(3), S[k])
    assert np.allclose(W.conj().T @ total @ W, J[k])
spin_in_quartet = np.array([W.conj().T @ np.kron(np.eye(3), s) @ W for s in S])
LS = sum(np.kron(L[k], S[k]) for k in range(3))

def model(EP, Eg, EQ, E7, E8):
    """Coupling matrices to remote states, remote energies, bare valence tensor."""
    coupling = np.array([np.vstack([
        np.sqrt(EP / 2) * np.kron(np.eye(3)[a:a + 1], np.eye(2)) @ W,
        np.sqrt(EQ / 2) * np.kron(np.abs(eps[a]), np.eye(2)) @ W])
        for a in range(3)])
    remote = np.zeros((8, 8), complex)
    remote[:2, :2] = Eg * np.eye(2)
    remote[2:, 2:] = (E8 * (2 * np.eye(6) + 2 * LS) + E7 * (np.eye(6) - 2 * LS)) / 3
    bare = diagonal_term([one4 / 2] * 3) + field_term(spin_in_quartet)
    return coupling, remote, bare

def folded(args):
    C, remote, bare = model(*args)
    G = np.linalg.inv(remote)
    return bare - np.einsum('aji,jk,bkl->abil', C.conj(), G, C)

def closed_form(EP, Eg, EQ, E7, E8):
    s, u, v = EP / (2 * Eg), EQ / (2 * E8), EQ / (2 * E7)
    return np.array([-1 + 2 * s / 3 + 2 * (u + v) / 3, (s - v) / 3, (s + v) / 3,
                     -1/3 + s / 3 + (7 * u - 10 * v) / 9, 4 * (v - u) / 9])

example = (EP, Eg, EQ, E7, E8)
for args in [example, (20, 1.3, 9, 3.1, 5.2), (11, 2.7, 14, 4.4, 4.4)]:
    assert np.allclose(decompose(folded(args)), closed_form(*args), atol=1e-10)
params = closed_form(*example)
g1, g2, g3, kappa, q = params
lutt = np.einsum('n,nabij->abij', params, invariants)

# ---------- zero-field bands ----------
h2m = sc.hbar**2 / (sc.m_e * sc.e) * 1e20               # hbar^2/m, eV angstrom^2
C, remote, bare = model(*example)

def bands_4(k):
    return np.linalg.eigvalsh(h2m * np.einsum('a,b,abij->ij', k, k, lutt))

def bands_12(k):
    V12 = np.sqrt(h2m) * np.einsum('a,aij->ij', k, C)
    H = np.block([[h2m * (k @ k) / 2 * one4, V12.conj().T], [V12, remote]])
    return np.linalg.eigvalsh(H)[:4]

def bands_formula(k):
    k2 = k @ k
    cross = (k[0]*k[1])**2 + (k[1]*k[2])**2 + (k[2]*k[0])**2
    root = np.sqrt(g2**2 * k2**2 + 3 * (g3**2 - g2**2) * cross)
    return h2m * np.array([-g1*k2/2 - root] * 2 + [-g1*k2/2 + root] * 2)

rng = np.random.default_rng(1)
for _ in range(5):
    k = rng.normal(size=3) * 0.02
    assert np.allclose(bands_4(k), bands_formula(k), atol=1e-12)
ktest = 0.004 * np.array([1, 2, 3]) / np.sqrt(14)
errk = [np.max(np.abs(bands_12(k) - bands_4(k))) for k in (ktest, ktest / 2)]
ratio_k = errk[0] / errk[1]
assert abs(ratio_k - 16) < 0.3     # next order in k^2 shifts the ratio slightly

# ---------- magnetic field along z, k_z = 0 ----------
def ladder(N):
    """Kx, Ky, Kz times magnetic length, from levels n < N to levels n <= N."""
    a = np.diag(np.sqrt(np.arange(1, N + 1)), 1)
    K = np.array([(a + a.T) / np.sqrt(2), 1j * (a - a.T) / np.sqrt(2), 0 * a])
    return K[:, :, :N]

def field_matrix(T, N, length):
    K = ladder(N)
    H = sum(np.kron(T[a, b], K[a].conj().T @ K[b])
            for a in range(2) for b in range(2))
    return h2m / length**2 * H

def levels_12(N, length):
    K = ladder(N)
    V12 = np.sqrt(h2m) / length * sum(np.kron(C[a], K[a]) for a in range(2))
    H = np.block([[field_matrix(bare, N, length), V12.conj().T],
                  [V12, np.kron(remote, np.eye(N + 1))]])
    return np.linalg.eigvalsh(H)[:4 * N]

def tensor_with(keep):
    return np.einsum('n,nabij->abij', params * np.array(keep), invariants)

no_q, no_field = tensor_with([1, 1, 1, 1, 0]), tensor_with([1, 1, 1, 0, 0])
weak = 1600.0
errors = {}
for name, T in [('full', lutt), ('no q', no_q), ('no kappa,q', no_field)]:
    errors[name] = [np.max(np.abs(levels_12(6, s)
                    - np.linalg.eigvalsh(field_matrix(T, 6, s))))
                    for s in (weak, weak * np.sqrt(2))]
ratios = {n: e[0] / e[1] for n, e in errors.items()}
assert abs(ratios['full'] - 4) < 0.1
assert abs(ratios['no q'] - 2) < 0.15
assert abs(ratios['no kappa,q'] - 2) < 0.15

length = 100.0
def top_levels(T, N):
    return np.linalg.eigvalsh(field_matrix(T, N, length))[::-1][:4]
top, top_without = top_levels(lutt, 110), top_levels(no_field, 110)
assert np.allclose(top, top_levels(lutt, 80), atol=1e-8)
assert np.allclose(top_without, top_levels(no_field, 80), atol=1e-8)

def zeeman(direction, q_value):
    n = np.array(direction, float) / np.linalg.norm(direction)
    M = np.einsum('a,aij->ij', n, kappa * J + q_value * J3)
    return np.linalg.eigvalsh(-h2m / length**2 * M)
assert np.allclose(zeeman([0, 0, 1], 0), zeeman([1, 1, 1], 0))
assert not np.allclose(zeeman([0, 0, 1], q), zeeman([1, 1, 1], q), atol=1e-6)

# ---------- output ----------
def show(values, digits=6):
    return ' '.join(f'{x:.{digits}f}' for x in values)

print('Invariants, O_h with time reversal, zero field:', n_sym)
print('Invariants, O_h with time reversal, linear in B:', n_anti)
print('Same without time reversal, zero field / B:', n_sym_noT, n_anti_noT)
print('Full rotation symmetry, zero field / B:', n_sph_sym, n_sph_anti)
print('Terms linear in k, O_h / T_d:', n_lin_Oh, n_lin_Td)
print('(K.J)^2 as g1,g2,g3,kappa,q:', show(unsym + 0.0, 3))
print(f'EP, Eg, EQ, E7, E8 (eV): {EP} {Eg} {EQ} {E7} {E8}')
print('a, u, v:', show([EP / (2 * Eg), EQ / (2 * E8), EQ / (2 * E7)], 4))
for name, value in zip(['gamma1', 'gamma2', 'gamma3', 'kappa', 'q'], params):
    print(f'{name} = {value:.4f}')
print(f'hbar^2/m = {h2m:.5f} eV angstrom^2')
print('Hole masses [001] heavy, light (electron masses):',
      show([1 / (g1 - 2 * g2), 1 / (g1 + 2 * g2)], 4))
print('Hole masses [111] heavy, light (electron masses):',
      show([1 / (g1 - 2 * g3), 1 / (g1 + 2 * g3)], 4))
print('Band energies at k = 0.02 per angstrom, heavy then light (eV):')
for d in ([0, 0, 1], [1, 1, 0], [1, 1, 1]):
    k = 0.02 * np.array(d) / np.linalg.norm(d)
    print(f'  {d} 4x4:', show(bands_4(k)[[3, 0]]),
          ' 12-band:', show(bands_12(k)[[3, 0]]))
print(f'Error ratio 4x4 vs 12-band when k is halved: {ratio_k:.3f}')
print(f'Weak-field test, magnetic length {weak:.0f} angstrom, then B halved:')
for name in errors:
    print(f'  {name}: max error {errors[name][0]:.3e} eV,'
          f' {errors[name][1]:.3e} eV, ratio {ratios[name]:.3f}')
print(f'Example magnetic length = {length:.0f} angstrom')
print(f'Same field in tesla = {sc.hbar / (sc.e * (length * 1e-10)**2):.3f} T')
print(f'hbar^2/(m l^2) = {h2m / length**2:.6e} eV')
print('Field matrix eigenvalues, B along [001] (eV):', show(zeeman([0, 0, 1], q), 7))
print('Field matrix eigenvalues, B along [111] (eV):', show(zeeman([1, 1, 1], q), 7))
print('Field matrix eigenvalues with q = 0 (eV):', show(zeeman([0, 0, 1], 0), 7))
print('Top Landau levels, all five constants (eV):', show(top))
print('Top Landau levels, kappa = q = 0 (eV):', show(top_without))
print('OK')
```

It prints:

```
Invariants, O_h with time reversal, zero field: 3
Invariants, O_h with time reversal, linear in B: 2
Same without time reversal, zero field / B: 4 2
Full rotation symmetry, zero field / B: 2 1
Terms linear in k, O_h / T_d: 0 1
(K.J)^2 as g1,g2,g3,kappa,q: -2.500 1.000 1.000 -0.500 0.000
EP, Eg, EQ, E7, E8 (eV): 24.0 2.0 24.0 3.75 4.0
a, u, v: 6.0000 3.0000 3.2000
gamma1 = 7.1333
gamma2 = 0.9333
gamma3 = 3.0667
kappa = 0.4444
q = 0.0889
hbar^2/m = 7.61996 eV angstrom^2
Hole masses [001] heavy, light (electron masses): 0.1899 0.1111
Hole masses [111] heavy, light (electron masses): 1.0000 0.0754
Band energies at k = 0.02 per angstrom, heavy then light (eV):
  [0, 0, 1] 4x4: -0.008026 -0.013716  12-band: -0.008006 -0.013623
  [1, 1, 0] 4x4: -0.002652 -0.019090  12-band: -0.002649 -0.018936
  [1, 1, 1] 4x4: -0.001524 -0.020218  12-band: -0.001523 -0.020048
Error ratio 4x4 vs 12-band when k is halved: 15.992
Weak-field test, magnetic length 1600 angstrom, then B halved:
  full: max error 1.083e-08 eV, 2.707e-09 eV, ratio 4.000
  no q: max error 8.198e-07 eV, 4.115e-07 eV, ratio 1.992
  no kappa,q: max error 2.604e-06 eV, 1.304e-06 eV, ratio 1.998
Example magnetic length = 100 angstrom
Same field in tesla = 6.582 T
hbar^2/(m l^2) = 7.619964e-04 eV
Field matrix eigenvalues, B along [001] (eV): -0.0007366 -0.0001778 0.0001778 0.0007366
Field matrix eigenvalues, B along [111] (eV): -0.0007044 -0.0002794 0.0002794 0.0007044
Field matrix eigenvalues with q = 0 (eV): -0.0005080 -0.0001693 0.0001693 0.0005080
Top Landau levels, all five constants (eV): -0.001337 -0.001728 -0.001766 -0.002111
Top Landau levels, kappa = q = 0 (eV): -0.001241 -0.001521 -0.001900 -0.002375
OK
```
